# Landauer Transmission in PAW: Why Lead Couplings Need e S − H~: verification in Python

```python
"""
Result under test: the Landauer transmission Tr[GamL G GamR G^+] built from the
PAW pencil K = e*S - Ht, with Ht = T^+ H T and S = T^+ T, equals the transmission
of the all-electron Hamiltonian H; lead couplings must be blocks of K, not of Ht.
Symbols: H grid Hamiltonian (all-electron reference), T PAW map, e energy,
g lead surface Green function, Sigma self-energy, Gam = i(Sigma - Sigma^+).
Hartree atomic units. A 'cut' is the boundary between a lead and the centre.
"""
import numpy as np
from scipy.linalg import eig
from scipy.constants import physical_constants

ETA = 1e-7  # imaginary part of the energy, hartree


def surface_green(onsite, inward, outward):
    """Surface block of the inverse of a semi-infinite periodic pencil."""
    surf, bulk = onsite.copy(), onsite.copy()
    a, b = inward.copy(), outward.copy()
    for _ in range(80):
        inv = np.linalg.inv(bulk)
        aib, bia = a @ inv @ b, b @ inv @ a
        surf = surf - aib
        bulk = bulk - aib - bia
        a, b = -a @ inv @ a, -b @ inv @ b
        if np.linalg.norm(a) + np.linalg.norm(b) < 1e-13:
            return np.linalg.inv(surf)
    raise AssertionError("lead decimation did not converge")


def trace_transmission(e, lead, centre, h_only=False, shift=0.0):
    """Trace formula; shift moves the zero of energy of the whole system."""
    H0, S0, H1, S1 = lead
    HC, SC = centre
    H0, H1, HC = H0 + shift * S0, H1 + shift * S1, HC + shift * SC
    z = e + shift + 1j * ETA
    K0, K1, K1b = z * S0 - H0, z * S1 - H1, z * S1.T - H1.T
    g_left = surface_green(K0, K1b, K1)
    g_right = surface_green(K0, K1, K1b)
    V, Vb = (-H1, -H1.T) if h_only else (K1, K1b)
    sig_l, sig_r = Vb @ g_left @ V, V @ g_right @ Vb
    n = len(H0)
    M = z * SC - HC
    M[:n, :n] -= sig_l
    M[-n:, -n:] -= sig_r
    G = np.linalg.inv(M)[:n, -n:]
    gam_l = 1j * (sig_l - sig_l.conj().T)
    gam_r = 1j * (sig_r - sig_r.conj().T)
    return np.trace(gam_l @ G @ gam_r @ G.conj().T).real


# ---------- all-electron chain on a grid ----------
h, cell, npts = 0.1, 40, 320
width, depth_lead, depth_defect = 0.4, 4.0, 2.5
e_ref, edge = 0.5, 16           # partial-wave energy, sphere radius in points
atoms = {m * cell: (depth_defect if m == 4 else depth_lead) for m in range(1, 8)}
idx = np.arange(npts)
v = np.zeros(npts)
for c, d in atoms.items():
    v -= d * np.exp(-((idx - c) * h) ** 2 / (2 * width ** 2))
H = np.diag(1 / h ** 2 + v) - (np.eye(npts, k=1) + np.eye(npts, k=-1)) / (2 * h ** 2)


def partial_waves(depth):
    """Differences phi - phi_smooth and dual projectors inside one sphere."""
    x = np.arange(edge + 3) * h
    tt = 2 + 2 * h * h * (-depth * np.exp(-x ** 2 / (2 * width ** 2)) - e_ref)
    j = np.arange(-edge + 1, edge)
    weight = 1 - (j / edge) ** 2
    result = []
    for parity in (0, 1):
        phi = np.zeros(edge + 3)
        phi[0], phi[1] = (1.0, tt[0] / 2) if parity == 0 else (0.0, 1.0)
        for k in range(1, edge + 2):
            phi[k + 1] = tt[k] * phi[k] - phi[k - 1]
        powers = np.array([0, 2, 4]) + parity
        coef = np.linalg.solve(x[edge:, None] ** powers, phi[edge:])
        smooth = ((j * h)[:, None] ** powers) @ coef
        full = phi[np.abs(j)] * (np.sign(j) if parity else 1)
        proj = weight * smooth / np.sum(weight * smooth ** 2)
        result.append((full - smooth, proj))
    return result


T = np.eye(npts)
for c, d in atoms.items():
    sphere = slice(c - edge + 1, c + edge)
    for diff, proj in partial_waves(d):
        T[sphere, sphere] += np.outer(diff, proj)
smallest_sv = np.linalg.svd(T, compute_uv=False)[-1]
assert smallest_sv > 1e-3, "PAW map is close to singular"
Ht, S = T.T @ H @ T, T.T @ T


def partition(start, ncells):
    """Lead and centre blocks of the PAW pencil for a given left cut."""
    stop = start + ncells * cell
    L, C1 = slice(start - cell, start), slice(start, start + cell)
    CN, R = slice(stop - cell, stop), slice(stop, stop + cell)
    C = slice(start, stop)
    for A in (Ht, S):
        assert np.allclose(A[L, L], A[R, R], atol=1e-9)
        assert np.allclose(A[L, C1], A[CN, R], atol=1e-9)
        assert np.allclose(A[L, R], 0, atol=1e-12)
    return (Ht[L, L], S[L, L], Ht[L, C1], S[L, C1]), (Ht[C, C], S[C, C])


through = partition(120, 2)     # cuts pass through sphere centres
between = partition(100, 3)     # cuts pass between spheres
overlap_through = np.linalg.norm(through[0][3])
overlap_between = np.linalg.norm(between[0][3])
assert overlap_through > 1e-3 and overlap_between < 1e-12


def transfer(e, first, last):
    M = np.eye(2)
    for k in range(first, last):
        M = np.array([[2 + 2 * h * h * (v[k] - e), -1.0], [1.0, 0.0]]) @ M
    return M


def all_electron_scattering(e):
    """Bloch matching for H; returns transmission, reflection, wave on grid."""
    _, U = np.linalg.eig(transfer(e, 80, 120).astype(complex))
    flux = np.imag(U[1].conj() * U[0]) / h ** 2
    U = U / np.sqrt(np.abs(flux))
    right, left = U[:, np.argmax(flux)], U[:, np.argmin(flux)]
    M = transfer(e, 120, 200)
    t, r = np.linalg.solve(np.column_stack([right, -M @ left]), M @ right)
    psi = np.zeros(npts, complex)
    psi[120], psi[119] = right + r * left
    tt = 2 + 2 * h * h * (v - e)
    for k in range(120, npts - 1):
        psi[k + 1] = tt[k] * psi[k] - psi[k - 1]
    for k in range(119, 0, -1):
        psi[k - 1] = tt[k] * psi[k] - psi[k + 1]
    return abs(t) ** 2, abs(r) ** 2, psi


open_e = [e for e in np.arange(0.10, 1.50, 0.05)
          if abs(np.trace(transfer(e, 80, 120))) / 2 < 0.8]
assert len(open_e) >= 3
energies = [open_e[len(open_e) * k // 6] for k in (1, 3, 5)]
big_shift = 5.0

print(f"grid step {h} bohr, atom spacing {cell*h:.1f} bohr, sphere radius {edge*h:.1f} bohr")
print(f"well depths: lead {depth_lead}, defect {depth_defect} hartree; width {width} bohr")
print(f"partial-wave energy {e_ref} hartree; eta {ETA:.0e} hartree")
print(f"lowest all-electron level of finite chain {np.linalg.eigvalsh(H)[0]:.4f} hartree")
print(f"smallest singular value of PAW map {smallest_sv:.4f}")
print(f"norm of S coupling: cut through sphere {overlap_through:.4f}, between {overlap_between:.1e}")

errors, wrong = [], []
for e in energies:
    ae, refl, _ = all_electron_scattering(e)
    assert abs(ae + refl - 1) < 1e-8
    paw = trace_transmission(e, *through)
    paw_shift = trace_transmission(e, *through, shift=big_shift)
    paw_between = trace_transmission(e, *between)
    bad = trace_transmission(e, *through, h_only=True)
    bad_shift = trace_transmission(e, *through, h_only=True, shift=big_shift)
    harmless = trace_transmission(e, *between, h_only=True)
    errors += [abs(q - ae) for q in (paw, paw_shift, paw_between, harmless)]
    wrong.append(max(abs(bad - ae), abs(bad_shift - ae)))
    print(f"e = {e:.2f} hartree: transmission all-electron {ae:.6f}")
    print(f"  PAW, e S - Ht couplings: {paw:.6f}; energy zero moved: {paw_shift:.6f}")
    print(f"  PAW, Ht-only couplings:  {bad:.6f}; energy zero moved: {bad_shift:.6f}")
    print(f"  cut between spheres: e S - Ht {paw_between:.6f}; Ht-only {harmless:.6f}")
assert max(errors) < 1e-5       # limited by the finite eta
assert max(wrong) > 1e-3
print(f"energy-zero shift used {big_shift} hartree")
print(f"largest error of correct couplings {max(errors):.1e}")
print(f"largest error of Ht-only couplings {max(wrong):.4f}")

# ---------- flux of one scattering state through different cuts ----------
e = energies[1]
ae, _, psi = all_electron_scattering(e)
pseudo = np.linalg.solve(T, psi)
K = e * S - Ht
flux_K, flux_H = [], []
print(f"flux at e = {e:.2f} hartree for unit incident flux (all-electron {ae:.6f}):")
for cut, name in ((100, "between spheres"), (120, "lead sphere centre"),
                  (160, "defect sphere centre")):
    l, r = pseudo[:cut].conj(), pseudo[cut:]
    flux_K.append(2 * np.imag(l @ K[:cut, cut:] @ r))
    flux_H.append(-2 * np.imag(l @ Ht[:cut, cut:] @ r))
    print(f"  {name}: from e S - Ht {flux_K[-1]:.6f}, from Ht alone {flux_H[-1]:.6f}")
assert np.allclose(flux_K, ae, atol=1e-7)
assert np.ptp(flux_H) > 1e-3
G0 = physical_constants["conductance quantum"][0]
print(f"conductance 2e^2/h times transmission at this e: {G0*ae*1e6:.3f} microsiemens")

# ---------- two channels with overlap: trace against mode matching ----------
H0 = np.array([[0.0, 0.02], [0.02, 0.1]])
S0 = np.array([[1.0, 0.05], [0.05, 1.0]])
H1 = np.array([[-0.2, -0.03], [0.04, -0.15]])
S1 = np.array([[0.1, 0.02], [-0.01, 0.08]])
HC = H0 + np.array([[0.25, 0.05], [0.05, -0.1]])
e2 = 0.05
K0, K1, KC = e2 * S0 - H0, e2 * S1 - H1, e2 * S0 - HC
Z, I2 = np.zeros((2, 2)), np.eye(2)
lam, vec = eig(np.block([[Z, I2], [-K1.T, -K0]]), np.block([[I2, Z], [Z, K1]]))
going_right, going_left = [], []
for q, w in zip(lam, vec.T):
    u = w[:2] / np.linalg.norm(w[:2])
    propagating = abs(abs(q) - 1) < 1e-7
    f = 2 * np.imag(u.conj() @ K1 @ u * q) if propagating else 0.0
    to_right = f > 0 if propagating else abs(q) < 1
    (going_right if to_right else going_left).append((q, u, f))
assert len(going_right) == 2 and all(m[2] > 0 for m in going_right)
Ur = np.array([m[1] for m in going_right]).T
Ul = np.array([m[1] for m in going_left]).T
qr = np.array([m[0] for m in going_right])
ql = np.array([m[0] for m in going_left])
matching = np.block([[-Ul, Ur], [K1.T @ (Ul / ql), KC @ Ur + K1 @ (Ur * qr)]])
total = 0.0
for q, u, f in going_right:
    amp = np.linalg.solve(matching, np.concatenate([u, -K1.T @ u / q]))[2:]
    total += sum(abs(a) ** 2 * m[2] / f for a, m in zip(amp, going_right))
trace2 = trace_transmission(e2, (H0, S0, H1, S1), (HC, S0))
assert abs(total - trace2) < 1e-5
print(f"two-channel lead, e = {e2} hartree: mode matching {total:.6f}, trace {trace2:.6f}")

# ---------- perfect one-orbital wire with overlap ----------
h0, h1, s1, theta = -0.2, -0.1, 0.2, np.pi / 3


def band(th):
    return (h0 + 2 * h1 * np.cos(th)) / (1 + 2 * s1 * np.cos(th))


e1 = band(theta)
k1 = e1 * s1 - h1
slope = (band(theta + 1e-5) - band(theta - 1e-5)) / 2e-5
flux1 = 2 * k1 * np.sin(theta) / (1 + 2 * s1 * np.cos(theta))
assert abs(slope - flux1) < 1e-8
print(f"wire: h0 {h0}, h1 {h1} hartree, s1 {s1}, theta {theta:.4f} rad")
print(f"wire: e {e1:.4f}, K1 {k1:.4f}, de/dtheta {slope:.6f}, K flux {flux1:.6f} hartree")
one = [np.array([[float(q)]]) for q in (h0, 1.0, h1, s1)]
for shift in (0.0, 0.25, 0.5, -0.5):
    good = trace_transmission(e1, one, (one[0], one[1]), shift=shift)
    bad = trace_transmission(e1, one, (one[0], one[1]), h_only=True, shift=shift)
    ratio = ((h1 + shift * s1) / k1) ** 2
    closed = (ratio * np.sin(theta)) ** 2 / (
        ((1 - ratio) * np.cos(theta)) ** 2 + (ratio * np.sin(theta)) ** 2)
    assert abs(good - 1) < 1e-5 and abs(bad - closed) < 1e-5
    print(f"  zero moved {shift:+.2f} hartree: lambda {ratio:.3f}, correct {good:.5f}, "
          f"H-only {bad:.5f}, closed form {closed:.5f}")
print("OK")
```

Running it gives:

```
grid step 0.1 bohr, atom spacing 4.0 bohr, sphere radius 1.6 bohr
well depths: lead 4.0, defect 2.5 hartree; width 0.4 bohr
partial-wave energy 0.5 hartree; eta 1e-07 hartree
lowest all-electron level of finite chain -2.0877 hartree
smallest singular value of PAW map 0.4302
norm of S coupling: cut through sphere 0.8267, between 0.0e+00
e = 0.25 hartree: transmission all-electron 0.708118
  PAW, e S - Ht couplings: 0.708116; energy zero moved: 0.708116
  PAW, Ht-only couplings:  0.941355; energy zero moved: 0.877112
  cut between spheres: e S - Ht 0.708116; Ht-only 0.708116
e = 1.00 hartree: transmission all-electron 0.961228
  PAW, e S - Ht couplings: 0.961227; energy zero moved: 0.961227
  PAW, Ht-only couplings:  0.999942; energy zero moved: 0.085022
  cut between spheres: e S - Ht 0.961227; Ht-only 0.961227
e = 1.30 hartree: transmission all-electron 0.968957
  PAW, e S - Ht couplings: 0.968956; energy zero moved: 0.968956
  PAW, Ht-only couplings:  0.318720; energy zero moved: 0.291266
  cut between spheres: e S - Ht 0.968956; Ht-only 0.968956
energy-zero shift used 5.0 hartree
largest error of correct couplings 2.1e-06
largest error of Ht-only couplings 0.8762
flux at e = 1.00 hartree for unit incident flux (all-electron 0.961228):
  between spheres: from e S - Ht 0.961228, from Ht alone 0.961228
  lead sphere centre: from e S - Ht 0.961228, from Ht alone 0.279390
  defect sphere centre: from e S - Ht 0.961228, from Ht alone 0.673765
conductance 2e^2/h times transmission at this e: 74.477 microsiemens
two-channel lead, e = 0.05 hartree: mode matching 1.612481, trace 1.612480
wire: h0 -0.2, h1 -0.1 hartree, s1 0.2, theta 1.0472 rad
wire: e -0.2500, K1 0.0500, de/dtheta 0.072169, K flux 0.072169 hartree
  zero moved +0.00 hartree: lambda 4.000, correct 1.00000, H-only 0.84210, closed form 0.84211
  zero moved +0.25 hartree: lambda 1.000, correct 1.00000, H-only 1.00000, closed form 1.00000
  zero moved +0.50 hartree: lambda 0.000, correct 1.00000, H-only 0.00000, closed form 0.00000
  zero moved -0.50 hartree: lambda 16.000, correct 1.00000, H-only 0.77341, closed form 0.77341
OK
```
